# Ambipolar chemical diffusion of charged vacancies and growth of an ideal oxide: verification in Python

```python
"""Ambipolar diffusion of cation vacancies and holes in an ideal oxide MO.

Result under test: D_chem = (1+z) Dv Dh / (Dh + z Dv), which tends to
(1+z) Dv for fast holes.  Vacancies carry charge -z e and diffusivity Dv;
holes carry +e and diffusivity Dh; neutrality requires p = z c.
Also tested: the effect of fixed acceptors, the diffusion potential,
Wagner's rate integral, and the growth law L^2 = 2 k t with its first
moving-boundary correction.  X is the vacant fraction of cation sites.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def chemical_diffusivity(z, dv, dh, c=1.0, acceptors=0.0):
    p = z * c + acceptors
    return dv * dh * (p + z**2 * c) / (dh * p + z**2 * dv * c)


def relax_wave(z, hole_ratio, acceptors, amplitude):
    """Integrate Nernst-Planck-Poisson in a closed slab of unit length.

    Units: slab length, mean vacancy concentration, Dv = 1.  The field is
    e E length/(kB T).  The predicted rate is used only to choose the time.
    """
    n = 50
    dx = 1.0 / n
    x = (np.arange(n) + 0.5) * dx
    screening_squared = 1e-5
    wave = np.cos(np.pi * x)
    predicted = chemical_diffusivity(z, 1.0, hole_ratio, 1.0, acceptors)
    end_time = 1.0 / (predicted * np.pi**2)

    def divergence(flux):
        return np.diff(np.concatenate(([0.0], flux, [0.0]))) / dx

    def rates(_, state):
        c, charge = state[:n], state[n:]
        p = z * c + acceptors + screening_squared * charge
        field = np.cumsum(charge)[:-1] * dx
        c_face = 0.5 * (c[1:] + c[:-1])
        p_face = 0.5 * (p[1:] + p[:-1])
        flux_v = -(np.diff(c) / dx + z * c_face * field)
        flux_h = -hole_ratio * (np.diff(p) / dx - p_face * field)
        dc = -divergence(flux_v)
        dp = -divergence(flux_h)
        return np.concatenate((dc, (dp - z * dc) / screening_squared))

    start = np.concatenate((1 + amplitude * wave, np.zeros(n)))
    run = solve_ivp(rates, (0, end_time), start, method="BDF",
                    rtol=1e-6, atol=1e-8)
    assert run.success
    c, charge = run.y[:n, -1], run.y[n:, -1]
    final_amplitude = 2 * np.mean(c * wave)
    measured = np.log(amplitude / final_amplitude) / (np.pi**2 * end_time)
    field_integral = np.sum(np.cumsum(charge)[:-1]) * dx**2
    profile_error = np.max(np.abs(c - 1 - amplitude * np.exp(-1) * wave))
    return measured, predicted, profile_error, field_integral, c


print("Nernst-Planck-Poisson relaxation, diffusivities in units of Dv")
for z, ratio in [(1, 1000.0), (2, 1000.0), (3, 1000.0), (2, 5.0), (2, 0.5)]:
    measured, predicted, error, drop, c = relax_wave(z, ratio, 0.0, 0.8)
    expected_drop = ((ratio - 1) / (ratio + z)) * np.log(c[-1] / c[0])
    print(f"z={z} Dh/Dv={ratio:g}: simulated {measured:.4f}, "
          f"formula {predicted:.4f}")
    # Finite cells and finite screening length limit the agreement.
    assert abs(measured / predicted - 1) < 5e-3
    assert error < 5e-3
    assert abs(drop / expected_drop - 1) < 1e-2

measured, predicted, _, _, _ = relax_wave(2, 1000.0, 10.0, 0.02)
print(f"z=2 Dh/Dv=1000, acceptors/vacancies=10: simulated {measured:.4f}, "
      f"formula {predicted:.4f}")
assert abs(measured / predicted - 1) < 5e-3


def vacancies_from_activity(log_activity, z, log_constant):
    """Solve c p^z = K a with p = z c; return c."""
    def imbalance(log_c):
        p = z * np.exp(log_c)
        return log_c + z * np.log(p) - log_constant - log_activity
    return np.exp(brentq(imbalance, -80, 20, xtol=1e-13))


def wagner_integral(z, dv, dh, x_outer, pressure_ratio):
    """Return rate constant and inner vacancy fraction."""
    log_constant = np.log(x_outer) + z * np.log(z * x_outer)
    log_inner = 0.5 * np.log(pressure_ratio)

    def integrand(log_a):
        x = vacancies_from_activity(log_a, z, log_constant)
        p = z * x
        hole_share = dh * p / (dh * p + z**2 * dv * x)
        return hole_share * dv * x / x_outer
    value = quad(integrand, log_inner, 0, epsabs=0, epsrel=1e-9)[0]
    inner = vacancies_from_activity(log_inner, z, log_constant)
    return value * x_outer, inner


for z in (1, 2, 3):
    for dh in (0.5, 5.0, 1000.0):
        k_integral, x_inner = wagner_integral(z, 1.0, dh, 1e-4, 1e-6)
        k_formula = chemical_diffusivity(z, 1.0, dh) * (1e-4 - x_inner)
        assert abs(k_integral / k_formula - 1) < 1e-7
        assert abs(x_inner / 1e-4 / 1e-6**(1 / (2 * (1 + z))) - 1) < 1e-9


def moving_boundary_rate(x_outer, x_inner):
    """Shoot for k/D_chem with the growing surface treated in full."""
    def mismatch(k):
        run = solve_ivp(lambda u, y: [y[1], -u * k * y[1]], (1, 0),
                        [x_outer, k * (1 - x_outer)],
                        rtol=1e-11, atol=1e-14)
        return run.y[0, -1] - x_inner
    span = x_outer - x_inner
    return brentq(mismatch, 0.5 * span, 2 * span, xtol=1e-14)


test_outer, test_inner = 1e-2, 1e-3
span = test_outer - test_inner
full_factor = moving_boundary_rate(test_outer, test_inner) / span
first_order = 1 + test_outer - span / 3
print(f"Moving-boundary test: outer X={test_outer:g}, inner X={test_inner:g}")
print(f"k/(D_chem delta X): full {full_factor:.6f}, "
      f"first order {first_order:.6f}")
assert abs(full_factor - first_order) < 3e-4

# Worked example with round model parameters.
z = 2
temperature = 1300.0
dv, dh = 1e-11, 1e-7
x_outer, pressure_ratio = 1e-6, 1e-6
site_volume, permittivity = 2e-29, 20.0
hours = 1000.0
seconds = hours * 3600
d_chem = chemical_diffusivity(z, dv, dh)
k_growth, x_inner = wagner_integral(z, dv, dh, x_outer, pressure_ratio)
thickness = np.sqrt(2 * k_growth * seconds)
k_uncoupled = dv * (x_outer - x_inner)
thickness_uncoupled = np.sqrt(2 * k_uncoupled * seconds)
thermal_voltage = const.k * temperature / const.e
potential = thermal_voltage * (dh - dv) / (dh + z * dv) \
    * np.log(x_outer / x_inner)
log_constant = np.log(x_outer) + z * np.log(z * x_outer)
x_tenfold = vacancies_from_activity(0.5 * np.log(10), z, log_constant)


def screening_length(x):
    c = x / site_volume
    strength = z**2 * c + z * c
    return np.sqrt(permittivity * const.epsilon_0 * const.k * temperature
                   / (const.e**2 * strength))


def excess_log_activity(log_x):
    """Debye-Hueckel limiting law for one vacancy plus z holes."""
    bjerrum = const.e**2 / (4 * np.pi * permittivity * const.epsilon_0
                            * const.k * temperature)
    return -(z**2 + z) * bjerrum / (2 * screening_length(np.exp(log_x)))


step = 1e-4
excess_slope = (excess_log_activity(np.log(x_outer) + step)
                - excess_log_activity(np.log(x_outer) - step)) / (2 * step)
inner_gradient_length = x_inner * thickness / (x_outer - x_inner)
assert screening_length(x_inner) < 0.1 * inner_gradient_length
assert abs(excess_slope / (1 + z)) < 0.05

print("Worked example: inputs")
print(f"vacancy charge magnitude z = {z}")
print(f"temperature = {temperature:.0f} K")
print(f"vacancy diffusivity = {dv:.3e} m^2/s")
print(f"hole diffusivity = {dh:.3e} m^2/s")
print(f"outer vacancy fraction = {x_outer:.3e}")
print(f"inner/outer oxygen pressure = {pressure_ratio:.3e}")
print(f"volume per MO unit = {site_volume:.3e} m^3")
print(f"relative permittivity = {permittivity:.1f}")
print(f"growth time = {hours:.0f} h = {seconds:.3e} s")
print("Worked example: results")
print(f"chemical diffusivity = {d_chem:.5e} m^2/s")
print(f"chemical/vacancy diffusivity = {d_chem / dv:.5f}")
print(f"inner vacancy fraction = {x_inner:.4e}")
print(f"rate constant k = {k_growth:.5e} m^2/s")
print(f"scale thickness = {thickness * 1e6:.3f} micrometre")
print(f"k without coupling = {k_uncoupled:.5e} m^2/s")
print(f"thickness without coupling = {thickness_uncoupled * 1e6:.3f} "
      "micrometre")
print(f"thickness ratio = {thickness / thickness_uncoupled:.4f}")
print(f"thermal voltage = {thermal_voltage:.5f} V")
print(f"diffusion potential magnitude = {potential:.4f} V")
print(f"outer X factor for tenfold pressure = {x_tenfold / x_outer:.4f}")
print(f"k factor for tenfold outer pressure, inner fixed = "
      f"{(x_tenfold - x_inner) / (x_outer - x_inner):.4f}")
print(f"moving-boundary relative correction = "
      f"{x_outer - (x_outer - x_inner) / 3:.3e}")
print(f"outer screening length = {screening_length(x_outer) * 1e9:.2f} nm")
print(f"inner screening length = {screening_length(x_inner) * 1e9:.2f} nm")
print(f"inner gradient length = {inner_gradient_length * 1e9:.1f} nm")
print(f"Debye-Hueckel change of outer factor 1+z = {excess_slope:.4f}")
print(f"same change relative to 1+z = {100 * excess_slope / (1 + z):.2f} %")
print("all good")
```

It prints:

```
Nernst-Planck-Poisson relaxation, diffusivities in units of Dv
z=1 Dh/Dv=1000: simulated 1.9972, formula 1.9980
z=2 Dh/Dv=1000: simulated 2.9929, formula 2.9940
z=3 Dh/Dv=1000: simulated 3.9866, formula 3.9880
z=2 Dh/Dv=5: simulated 2.1421, formula 2.1429
z=2 Dh/Dv=0.5: simulated 0.5998, formula 0.6000
z=2 Dh/Dv=1000, acceptors/vacancies=10: simulated 1.3325, formula 1.3329
Moving-boundary test: outer X=0.01, inner X=0.001
k/(D_chem delta X): full 1.007053, first order 1.007000
Worked example: inputs
vacancy charge magnitude z = 2
temperature = 1300 K
vacancy diffusivity = 1.000e-11 m^2/s
hole diffusivity = 1.000e-07 m^2/s
outer vacancy fraction = 1.000e-06
inner/outer oxygen pressure = 1.000e-06
volume per MO unit = 2.000e-29 m^3
relative permittivity = 20.0
growth time = 1000 h = 3.600e+06 s
Worked example: results
chemical diffusivity = 2.99940e-11 m^2/s
chemical/vacancy diffusivity = 2.99940
inner vacancy fraction = 1.0000e-07
rate constant k = 2.69946e-17 m^2/s
scale thickness = 13.941 micrometre
k without coupling = 9.00000e-18 m^2/s
thickness without coupling = 8.050 micrometre
thickness ratio = 1.7319
thermal voltage = 0.11203 V
diffusion potential magnitude = 0.2579 V
outer X factor for tenfold pressure = 1.4678
k factor for tenfold outer pressure, inner fixed = 1.5198
moving-boundary relative correction = 7.000e-07
outer screening length = 20.32 nm
inner screening length = 64.24 nm
inner gradient length = 1549.0 nm
Debye-Hueckel change of outer factor 1+z = -0.0475
same change relative to 1+z = -1.58 %
all good
```
